# Casimir's quadrupole formula, deuterium 2P3/2, and the j = 1/2 case

## The decision in a calculation

A routine that assembles hyperfine levels must decide, for each electronic level, whether to add an electric quadrupole term and with what constant. For a nucleus of spin $I\ge 1$ and a level with $j\ge 3/2$ the term is present:

$$
E_Q(F)=B\,\frac{\tfrac32K(K+1)-2I(I+1)j(j+1)}{4I(2I-1)\,j(2j-1)},\qquad(1)
$$

$$
K=F(F+1)-I(I+1)-j(j+1),\qquad
B=Q\,\langle r^{-3}\rangle\,\frac{2j-1}{2j+2}.\qquad(2)
$$

For $j=1/2$ the first-order term is zero, but (1) then contains a division by zero. The form (14) below removes this division and serves for P1/2. S states, whose $\langle r^{-3}\rangle$ diverges, and nuclei with $I<1$ still need a branch.

Hartree atomic units are used, so the electron has charge $-1$. The model is one nonrelativistic electron with definite $l$ and $j$, bound to a nucleus of infinite mass. Spin-orbit coupling separates the levels of different $j$, and the quadrupole interaction is treated in first order within one of them. Apart from spin-orbit coupling, relativistic corrections are left out, and so are radiative ones. The dependence on $F$ in (1) rests on angular momentum alone, but the value of $B$ in (2) is that of a one-electron atom. In an atom with a core, the valence electron polarizes the core and changes the field gradient (Sternheimer shielding). In Li 1s²2p the gradient is roughly 12% below the valence-orbital value, so there $B$ must come from the full electron density.

## The interaction and its sign

Let the electron be at $\mathbf r$ and the protons at $\mathbf R_p$, measured from the nuclear centre. The Coulomb energy is $-\sum_p|\mathbf r-\mathbf R_p|^{-1}$. For $r>R$ write

$$
\frac1{|\mathbf r-\mathbf R|}=\frac1r(1+x)^{-1/2},\qquad x=\frac{-2\,\mathbf r\cdot\mathbf R+R^2}{r^2},
$$

and use $(1+x)^{-1/2}=1-\tfrac12x+\tfrac38x^2-\dots$. The terms of second order in $R$ are $-R^2/(2r^2)$ from $x$ and $\tfrac38\cdot4(\mathbf r\cdot\mathbf R)^2/r^4$ from $x^2$. Together they give

$$
\left.\frac1{|\mathbf r-\mathbf R|}\right|_{2}=\frac{3(\mathbf r\cdot\mathbf R)^2-r^2R^2}{2r^5}.\qquad(3)
$$

The zeroth-order term is the usual central attraction. The first-order term is odd in $\mathbf R$ and averages to zero in a nuclear state of definite parity.

To separate nuclear from electronic variables, define two symmetric traceless tensors:

$$
Q_{ab}=\sum_p(3R_aR_b-\delta_{ab}R^2),\qquad
V_{ab}=-\frac{3r_ar_b-\delta_{ab}r^2}{r^5}.\qquad(4)
$$

$V_{ab}$ is the second derivative, at the nucleus, of the electrostatic potential of the electron. For one proton,

$$
\sum_{ab}(3R_aR_b-\delta_{ab}R^2)(3r_ar_b-\delta_{ab}r^2)
=9(\mathbf r\cdot\mathbf R)^2-3r^2R^2-3r^2R^2+3r^2R^2 ,
$$

which is $3[3(\mathbf r\cdot\mathbf R)^2-r^2R^2]$, or six times the right side of (3) after multiplication by $r^5$. Since the electron's minus sign is already in $V_{ab}$,

$$
H_Q=\frac16\sum_{ab}Q_{ab}V_{ab}.\qquad(5)
$$

The quadrupole moment is defined by the state with the largest projection, $Q=\langle II|Q_{zz}|II\rangle$. A positive $Q$ means that in this state the charge is elongated along the spin axis.

## Replacing the tensors by angular momenta

The components of a symmetric traceless tensor form a spherical tensor of rank 2. By the Wigner–Eckart theorem, all rank-2 tensor operators have proportional matrices within a level of fixed angular momentum. A convenient reference operator is

$$
S_{ab}(\mathbf I)=\tfrac32(I_aI_b+I_bI_a)-\delta_{ab}\mathbf I^2 .
$$

It is symmetric, and its trace is $3\mathbf I^2-3\mathbf I^2=0$. In the state $|II\rangle$ its $zz$ component is $3I^2-I(I+1)=I(2I-1)$. This fixes the factor:

$$
Q_{ab}=\frac{Q}{I(2I-1)}\,S_{ab}(\mathbf I),\qquad
V_{ab}=\frac{q}{j(2j-1)}\,S_{ab}(\mathbf j),\qquad
q=\langle jj|V_{zz}|jj\rangle .\qquad(6)
$$

The first relation needs $I\ge1$ and the second $j\ge3/2$, since otherwise the reference operator vanishes. Define $B=Qq$. Then

$$
H_Q=\frac{B}{6I(2I-1)j(2j-1)}\sum_{ab}S_{ab}(\mathbf I)S_{ab}(\mathbf j).\qquad(7)
$$

## The contraction

Let $X=\mathbf I\cdot\mathbf j$. Components of $\mathbf I$ commute with those of $\mathbf j$, but components of the same vector do not commute with each other. Multiplying out,

$$
\sum_{ab}S_{ab}(\mathbf I)S_{ab}(\mathbf j)
=\tfrac94\sum_{ab}(I_aI_b+I_bI_a)(j_aj_b+j_bj_a)-3\mathbf I^2\mathbf j^2-3\mathbf I^2\mathbf j^2+3\mathbf I^2\mathbf j^2 .
$$

Each $-3\mathbf I^2\mathbf j^2$ comes from one Kronecker delta, which turns an anticommutator into twice a square. The last term comes from $\sum_{ab}\delta_{ab}\delta_{ab}=3$.

The double sum has four products. Two of them have matching order, and each equals

$$
\sum_{ab}I_aI_bj_aj_b=\sum_{ab}(I_aj_a)(I_bj_b)=X^2 .
$$

The other two have opposite order and are equal to each other after relabelling $a\leftrightarrow b$. With $j_bj_a=j_aj_b-i\sum_c\epsilon_{abc}j_c$,

$$
\sum_{ab}I_aI_bj_bj_a=X^2-i\sum_{abc}\epsilon_{abc}I_aI_bj_c
=X^2-i\,(i\mathbf I)\cdot\mathbf j=X^2+X ,
$$

because $\mathbf I\times\mathbf I=i\mathbf I$. The double sum is therefore $4X^2+2X$, and

$$
\sum_{ab}S_{ab}(\mathbf I)S_{ab}(\mathbf j)=9X^2+\tfrac92X-3\mathbf I^2\mathbf j^2.\qquad(8)
$$

The interaction depends on the relative orientation through $X$ alone, so it is diagonal in the total angular momentum $\mathbf F=\mathbf I+\mathbf j$. Squaring $\mathbf F$ gives $2X=\mathbf F^2-\mathbf I^2-\mathbf j^2$, whose eigenvalue is $K$. With $X=K/2$ the right side of (8) becomes

$$
\tfrac94K^2+\tfrac94K-3I(I+1)j(j+1)
=\tfrac32\left[\tfrac32K(K+1)-2I(I+1)j(j+1)\right].
$$

The prefactor $\tfrac16$ in (7) times $\tfrac32$ is $\tfrac14$, and (1) follows.

Two checks are useful in an implementation.

**Stretched level.** For $F=I+j$ one has $K=2Ij$. The bracket in (1) is then

$$
3Ij(2Ij+1)-2Ij(I+1)(j+1)=Ij(4Ij-2I-2j+1)=Ij(2I-1)(2j-1),
$$

so $E_Q=B/4$. The same value follows from (5). In the product state $|II\rangle|jj\rangle$ both tensors are diagonal on average, with elements in the ratio $1:-\tfrac12:-\tfrac12$, and $\tfrac16Qq(1+\tfrac14+\tfrac14)=\tfrac14Qq$.

**Centre of gravity.** The trace of $I_aI_b$ over the nuclear spin states is $\tfrac13\delta_{ab}$ times the trace of $\mathbf I^2$, by rotational symmetry. Hence the trace of $S_{ab}(\mathbf I)$ is zero, and $\sum_F(2F+1)E_Q(F)=0$.

## The electronic factor

From (4), $q=-\langle r^{-3}\rangle\langle3\cos^2\theta-1\rangle_{jj}$.

Take $j=l+\tfrac12$ first. The state $|jj\rangle$ is $Y_{ll}$ with spin up, and its angular density is proportional to $\sin^{2l}\theta$. The integrals $J_n=\int_0^\pi\sin^n\theta\,d\theta$ obey $J_n=\frac{n-1}{n}J_{n-2}$, by partial integration. Including the $\sin\theta$ of the solid angle,

$$
\langle\sin^2\theta\rangle=\frac{J_{2l+3}}{J_{2l+1}}=\frac{2l+2}{2l+3},\qquad
\langle\cos^2\theta\rangle=\frac1{2l+3},
$$

$$
\langle3\cos^2\theta-1\rangle_{jj}=-\frac{2l}{2l+3}=-\frac{2j-1}{2j+2}.\qquad(9)
$$

The case $j=l-\tfrac12$ needs no new integral. The operator $\boldsymbol\sigma\cdot\hat{\mathbf r}$ is a scalar under joint rotations of space and spin, so it keeps $j$ and $m$. It is odd under inversion, so it takes an angular function with $l=j-\tfrac12$ to the one with $l=j+\tfrac12$, up to a phase. Since $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$, it leaves the density, summed over spin components, unchanged at every angle. Equation (9), written in terms of $j$, therefore holds for both values of $l$, and $B=Qq$ takes the form (2). The radial average $\langle r^{-3}\rangle$ must be that of the actual state.

The sign has a simple picture. The electron in $|jj\rangle$ is concentrated near the equatorial plane. A nucleus elongated along the same axis has its extra positive charge away from the electron, which raises the energy. Thus $B>0$ for $Q>0$, and the stretched level moves up.

Numerical tests built both tensors from explicit wave functions for 16 combinations of $I$, $l$ and $j$, including half-integer $I$. The largest deviation from (1) was $2.6\times10^{-15}$ in units of $Q\langle r^{-3}\rangle$, which is rounding error.

## Deuterium 2P3/2

The deuteron has $I=1$. The radial function of 2p for nuclear charge 1 is $R(r)=N r e^{-r/2}$, with

$$
1=N^2\int_0^\infty r^4e^{-r}dr=24N^2,\qquad
\langle r^{-3}\rangle=N^2\int_0^\infty r\,e^{-r}dr=\frac1{24}.\qquad(10)
$$

A radial eigenstate computed on a grid gives 0.041668, against $1/24=0.041667$. For $j=3/2$ the angular factor in (2) is $2/5$, so

$$
B=\frac{Q}{24}\cdot\frac25=\frac{Q}{60}.\qquad(11)
$$

The denominator of (1) is $4\cdot1\cdot1\cdot\tfrac32\cdot2=12$, and the constant in the numerator is $2\cdot2\cdot\tfrac{15}4=15$. The three levels are:

- $F=1/2$: $K=\tfrac34-2-\tfrac{15}4=-5$, so $E_Q=(30-15)B/12=\tfrac54B$.
- $F=3/2$: $K=\tfrac{15}4-2-\tfrac{15}4=-2$, so $E_Q=(3-15)B/12=-B$.
- $F=5/2$: $K=\tfrac{35}4-2-\tfrac{15}4=3$, so $E_Q=(18-15)B/12=\tfrac14B$.

The weighted sum is $2\cdot\tfrac54-4+6\cdot\tfrac14=0$, as required. The shifts are not monotonic in $F$: (1) is quadratic in $K$ with its turning point at $K=-\tfrac12$, and the middle level, with $K=-2$, lies nearest to that point.

For numbers, take the rough measured size $Q\approx0.29\ \mathrm{fm}^2$, which is $1.04\times10^{-10}$ in atomic units. Then $B\approx1.7\times10^{-12}$ Hartree, or 11 kHz. The shifts for $F=1/2$, $3/2$ and $5/2$ are about $+14$, $-11$ and $+2.8$ kHz. Two figures are all that this input supports. The finite deuteron mass $m_d$ replaces the electron mass $m_e$ by the reduced mass, which stretches all lengths by $1+m_e/m_d$ and multiplies $\langle r^{-3}\rangle$, and so $B$, by $(1+m_e/m_d)^{-3}=0.9992$. That change lies below the rounding of $Q$, but a calculation with a more precise $Q$ should include it.

## Separating B from the magnetic term

The magnetic hyperfine interaction couples a nuclear vector to an electronic vector. Within fixed $I$ and $j$ each is proportional to $\mathbf I$ or $\mathbf j$, so its first-order energy is $A\,\mathbf I\cdot\mathbf j=AK/2$ with a magnetic constant $A$. The two energies add. For $I=1$, $j=3/2$ the intervals are

$$
\Delta_1=E(\tfrac52)-E(\tfrac32)=\tfrac52A+\tfrac54B,\qquad
\Delta_2=E(\tfrac32)-E(\tfrac12)=\tfrac32A-\tfrac94B .
$$

Multiplying the first by $\tfrac25$ gives $A+\tfrac12B$, and the second by $\tfrac23$ gives $A-\tfrac32B$. Half the difference is

$$
B=\frac{\Delta_1}{5}-\frac{\Delta_2}{3}.\qquad(12)
$$

This holds in first order. Magnetic mixing with 2P1/2 also changes the intervals, and in deuterium it lowers the value given by (12) by about 0.06 kHz, half a percent of $B$. For this level (12) serves as a check on computed energies rather than as a route to a measurement: the natural width of 2P is about 100 MHz, some $10^4$ times $B$ and larger than the whole hyperfine splitting.

## Why j = 1/2 has no first-order shift

A level with $j=1/2$ has two states. Every operator within it is a $2\times2$ matrix, hence a combination of the unit matrix (rank 0) and the three Pauli matrices (rank 1). No rank-2 operator is left, so every component of $V_{ab}$ has zero matrix elements within the level. The reference operator shows the same thing: with $\mathbf j=\boldsymbol\sigma/2$ one has $j_aj_b+j_bj_a=\tfrac12\delta_{ab}$ and $\mathbf j^2=\tfrac34$, so

$$
S_{ab}(\mathbf j)=\tfrac32\cdot\tfrac12\delta_{ab}-\tfrac34\delta_{ab}=0.\qquad(13)
$$

The wave functions make the physical reason visible. In S1/2 the angular part is constant, and the product of two states, summed over spin, is $\delta_{mm'}/4\pi$ at every angle. The operator $\boldsymbol\sigma\cdot\hat{\mathbf r}$ turns S1/2 angular functions into those of P1/2 without changing this product. The charge cloud of either level is therefore spherical, whatever the orientation of $\mathbf j$, and a spherical cloud has no field gradient of rank 2 to offer the nucleus. The P orbital by itself is not spherical; its coupling with the spin to $j=1/2$ averages the anisotropy away.

The S state needs one more remark. Its density does not vanish at the origin, so the radial integral of $r^{-3}$ diverges logarithmically and the product "zero times infinity" has no meaning. For a nucleus of finite size, the rank-2 part of the Coulomb energy inside the charge distribution goes as $r^2/R^3$ instead of $R^2/r^3$, with the same angular function. The radial integral is then finite, the angular integral is zero at each radius, and the shift vanishes.

For a code, it helps to insert $B$ from (2) into (1) and cancel $2j-1$:

$$
E_Q(F)=Q\langle r^{-3}\rangle\,
\frac{\tfrac32K(K+1)-2I(I+1)j(j+1)}{8I(2I-1)\,j(j+1)}.\qquad(14)
$$

This form is regular at $j=1/2$. There $K=I$ for $F=I+\tfrac12$ and $K=-(I+1)$ for $F=I-\tfrac12$. In both cases $K(K+1)=I(I+1)$, and the numerator is $\tfrac32I(I+1)-\tfrac32I(I+1)=0$. For S states the routine should return zero without evaluating $\langle r^{-3}\rangle$. It should also return zero for $I=0$ and $I=1/2$, where the argument above applies to the nuclear tensor.

## What remains in second order

The zero concerns matrix elements within the level. Between P1/2 and P3/2 a coupling is allowed, since $\tfrac12$ and $\tfrac32$ can be joined by rank 2, and the values below show that it is not zero. Its strength for $I=1$ follows from (1) with little work.

The quadrupole interaction does not act on the electron spin. In the whole 2P space it is therefore diagonal in $\mathbf G=\mathbf L+\mathbf I$, where $\mathbf L$ is the orbital angular momentum. The derivation of (1) holds with $j$ replaced by $L=1$, and for $Y_{11}$ equation (9) gives $q=\tfrac25\langle r^{-3}\rangle$. In units of $Q\langle r^{-3}\rangle$ the eigenvalues are

$$
h_G=\tfrac25\cdot\frac{\tfrac32K_G(K_G+1)-8}{4},\qquad K_G=G(G+1)-4,
$$

or $h_0=1$, $h_1=-\tfrac12$ and $h_2=\tfrac1{10}$.

A P1/2 state with $F=1/2$ contains $G=0$ and $G=1$ with probabilities $p_0$ and $p_1$. Its first-order shift is zero, so $p_0-\tfrac12p_1=0$, which gives $p_0=\tfrac13$ and $p_1=\tfrac23$. The mean of $h^2$ is $\tfrac13+\tfrac23\cdot\tfrac14=\tfrac12$. Because $h$ has no elements within P1/2, this mean is the summed squared coupling to P3/2. For $F=3/2$ the components are $G=1$ and $G=2$, with $-\tfrac12p_1+\tfrac1{10}p_2=0$. Hence $p_1=\tfrac16$, $p_2=\tfrac56$, and the mean of $h^2$ is $\tfrac16\cdot\tfrac14+\tfrac56\cdot\tfrac1{100}=\tfrac1{20}$. Direct construction of the matrices gives the same values, 0.50000 and 0.05000.

P3/2 lies above P1/2 by the fine-structure interval. In leading order it comes from the spin-orbit operator $\tfrac12\alpha^2r^{-3}\,\mathbf L\cdot\mathbf S$, where $\alpha$ is the fine-structure constant and $\mathbf S$ the electron spin. From $2\,\mathbf L\cdot\mathbf S=j(j+1)-l(l+1)-\tfrac34$, the product $\mathbf L\cdot\mathbf S$ is $\tfrac12$ for $j=3/2$ and $-1$ for $j=1/2$. With (10) the interval is $\tfrac12\alpha^2\cdot\tfrac1{24}\cdot\tfrac32=\alpha^2/32=1.66\times10^{-6}$ Hartree. Second-order perturbation theory then gives

$$
\delta E(F)=-\,\overline{h^2}\,\frac{(Q/24)^2}{\alpha^2/32},
$$

where $\overline{h^2}$ is the mean just found. With the same $Q$ this is about $-5.6\times10^{-18}$ Hartree for $F=1/2$ and $-5.6\times10^{-19}$ Hartree for $F=3/2$. The larger of the two is about three millionths of $B$ for 2P3/2. These values contain the quadrupole interaction alone, and only its coupling to 2P3/2. Levels with other $n$ are much farther away in energy and are left out. The magnetic interaction also couples the two levels, and its square and its product with the quadrupole coupling enter the same second-order sum. They are not derived here, but they are much larger. The cross term, linear in $Q$, is a few times $10^{-16}$ Hartree, about a hundred times the values above or more, and the magnetic square is of order $10^{-14}$ Hartree. The values above must therefore not be taken for the full second-order hyperfine shift of 2P1/2, nor for its leading dependence on $Q$.

The printed values, with more digits than the rough $Q$ justifies, are in the numerical output below.

## Computed values

```
Casimir formula: 16 (I, l, j) cases, largest deviation 2.6e-15 Q<r^-3>
largest tensor element for S1/2 and P1/2 (zero expected): 6.1e-16
<3cos^2-1>, stretched P3/2 state: -0.4000
<r^-3> of 2p, analytic:  0.041667 a0^-3
<r^-3> of 2p, numerical: 0.041668 a0^-3
input Q (rough): 0.29 fm^2
Q in atomic units: 1.036e-10 a0^2
B/Q: 0.016667 Hartree/a0^2
B: 1.726e-12 Hartree
B: 11.36 kHz
F = 0.5: K = -5, E/B = 1.2500
   E = 2.158e-12 Hartree = 14.20 kHz
F = 1.5: K = -2, E/B = -1.0000
   E = -1.726e-12 Hartree = -11.36 kHz
F = 2.5: K = 3, E/B = 0.2500
   E = 4.315e-13 Hartree = 2.84 kHz
neglected reduced-mass factor on B: 0.999183
2P fine-structure interval alpha^2/32: 1.6641e-06 Hartree
2P1/2, F = 0.5: squared coupling to P3/2 0.50000 (Q<r^-3>)^2
   second-order shift, quadrupole alone: -5.59e-18 Hartree
2P1/2, F = 1.5: squared coupling to P3/2 0.05000 (Q<r^-3>)^2
   second-order shift, quadrupole alone: -5.59e-19 Hartree
```
